\section*{Mirror parity of a Delta5 doublet at an s-orbital tunnel barrier}

\section{Problem}

A metal consists of square layers of period $a$, stacked directly above one another along $z$ with the same spacing $a$. Each atom carries the pair $(d_{xz},d_{yz})$, which at transverse wave vector $\mathbf k=0$ forms the $\Delta_5$ doublet. Two such metals enclose a barrier of $N$ layers with one $s$ orbital per transverse cell, above the hollow sites of the metal surface. The barrier sites lie vertically above one another, and the second interface is the mirror image of the first. Electrons are independent, spin-orbit coupling is absent, and $\mathbf k=(k_x,k_y)$ is conserved. Energies are measured from the Fermi level, $E=0$.

The metal has first-neighbour $dd\pi$ and $dd\delta$ hoppings $P>0$ and $D$, in-plane second-neighbour hoppings $P'$ and $D'$, and on-site energy $e_d$. The barrier has vertical hopping $-t$, in-plane hopping $-t_\parallel$ and a band minimum at $U$. Each metal--barrier bond has the $sd\sigma$ hopping $V$.

\begin{enumerate}
\item Split the doublet on the lines $(k,0)$ and $(k,k)$ into states of definite mirror parity and find the splittings.
\item Determine which state couples to the barrier. What happens at $k=0$, and on the zone-edge mirror line $k_x=\pi/a$?
\item Derive the coupling strength and the transmission probability of each incident state.
\item Evaluate the result at $\mathbf k=(4.0,0)\ \mathrm{nm^{-1}}$ for $a=0.29$ nm, six barrier layers of $0.21$ nm and interface height $b=0.22$ nm. In eV: $P=0.40$, $D=-0.10$, $P'=0.05$, $D'=-0.01$, $e_d=-0.40$, $V=0.50$, $U=3.5$, $t=2.2$, $t_\parallel=1.1$. Estimate what the model leaves out.
\end{enumerate}

\section{Splitting of the doublet}

On $(k,0)$ the mirror $y\to-y$ leaves $\mathbf k$ unchanged. Since $d_{xz}\propto xz$ and $d_{yz}\propto yz$, the first is even and the second odd. On $(k,k)$ the mirror exchanges $x$ and $y$, so $(d_{xz}+d_{yz})/\sqrt2$ is even and $(d_{xz}-d_{yz})/\sqrt2$ is odd.

For the energies, take an in-plane bond along $\hat u=(\cos\phi,\sin\phi,0)$, with $\hat v$ perpendicular to it in the plane. The orbital $uz$ is linear in the coordinates transverse to the bond and hops with the $\pi$ amplitude. The orbital $vz$ is quadratic in them and hops with the $\delta$ amplitude. They have opposite parity under $v\to-v$ and do not mix. In the basis $(d_{xz},d_{yz})$ the hopping matrix is therefore
\begin{equation}
P\begin{pmatrix}\cos^2\phi&\cos\phi\sin\phi\\ \cos\phi\sin\phi&\sin^2\phi\end{pmatrix}
+D\begin{pmatrix}\sin^2\phi&-\cos\phi\sin\phi\\ -\cos\phi\sin\phi&\cos^2\phi\end{pmatrix}.
\end{equation}
Bonds along $x$ give $\mathrm{diag}(P,D)\,2\cos k_xa$, and bonds along $y$ give $\mathrm{diag}(D,P)\,2\cos k_ya$. For the diagonal bonds, $\phi=\pm45^\circ$, each diagonal element is $(P'+D')/2$ and the off-diagonal element is $\pm(P'-D')/2$. Their phase sums are $2\cos[(k_x\pm k_y)a]$. Adding the bonds,
\begin{align}
h_{xz}&=e_d+2P\cos k_xa+2D\cos k_ya+2(P'+D')\cos k_xa\cos k_ya,\\
h_{\rm mix}&=(P'-D')\{\cos[(k_x+k_y)a]-\cos[(k_x-k_y)a]\}\nonumber\\
&=-2(P'-D')\sin k_xa\,\sin k_ya,
\end{align}
and $h_{yz}$ follows from $h_{xz}$ by exchanging $k_x$ and $k_y$.

On $(k,0)$ the mixing vanishes, and
\begin{equation}
h_{xz}-h_{yz}=2(P-D)(\cos ka-1)=-4(P-D)\sin^2\frac{ka}{2}.
\end{equation}
On $(k,k)$ the diagonal elements are equal, and the even and odd energies differ from them by $+h_{\rm mix}$ and $-h_{\rm mix}$. Thus
\begin{equation}
\varepsilon_{\rm even}-\varepsilon_{\rm odd}=2h_{\rm mix}=-4(P'-D')\sin^2 ka .
\end{equation}
Both splittings start as $k^2$, so the doublet is recovered at $k=0$. A vertical bond is a $\pi$ bond for both orbitals, so the hopping between layers is $P$ times the unit matrix. It leaves the parity states unmixed.

\section{The selection rule and its range}

Let $M$ be the mirror operator, with $M^\dagger HM=H$. The barrier Bloch state is $|s,\mathbf k\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|s_{\mathbf R}\rangle$, up to normalization. On a mirror line through the zone centre $M\mathbf k=\mathbf k$, hence $\mathbf k\cdot M\mathbf R=\mathbf k\cdot\mathbf R$. The mirror permutes the $s$ sites without changing their phases, and $M|s,\mathbf k\rangle=|s,\mathbf k\rangle$. For the odd metal state,
\begin{equation}
\langle{\rm odd}|H|s,\mathbf k\rangle=\langle{\rm odd}|M^\dagger HM|s,\mathbf k\rangle
=-\langle{\rm odd}|H|s,\mathbf k\rangle=0 .
\end{equation}
This holds for any mirror-symmetric one-electron Hamiltonian, not just for two-centre hoppings. At $k=0$ both mirrors $x\to-x$ and $y\to-y$ act: $d_{xz}$ is odd under the first and $d_{yz}$ under the second, while the $s$ sum is even under both. Neither state couples there.

The zone edge needs separate treatment. At $k_x=\pi/a$ the mirror $x\to-x$ sends $\mathbf k$ to an equivalent wave vector. Hollow sites have $x=(p+\tfrac12)a$ with integer $p$, and
\begin{equation}
e^{-i\pi(p+1/2)}=e^{-2\pi i(p+1/2)}e^{i\pi(p+1/2)}=-e^{i\pi(p+1/2)} .
\end{equation}
The $s$ Bloch sum is now odd. Here $h_{\rm mix}=0$, so the orbitals are again eigenstates, and the barrier can couple to the odd one, $d_{xz}$. Coupling alone does not ensure transmission: with the parameters of problem 4, $h_{xz}\le-0.92$ eV along this whole line, while a mode propagates at $E=0$ only if $|h_{xz}|<2P=0.8$ eV. With atop sites, $x=pa$, the phases are even and $d_{yz}$ is selected instead; the vertical bond couples to neither orbital, so this coupling comes from more distant neighbours. The statement that the even state is selected therefore belongs to mirror lines through the zone centre; in general the selected state has the parity of the $s$ Bloch sum.

This was tested by three-dimensional quadrature. In units of $a$, the orbitals were $xz\,e^{-12r^2}$, $yz\,e^{-12r^2}$ and $e^{-6r^2}$, with the $s$ layer at height $0.75$. The Hamiltonian was $-\tfrac12\nabla^2$ plus Gaussian wells $-3e^{-10r^2}$ on metal atoms and $-2e^{-8r^2}$ on barrier atoms, in finite mirror-symmetric patches. The integration grid was not mirror-symmetric. The ratio of odd to even coupling was $9\times10^{-17}$ at $(4.0,0)\ \mathrm{nm^{-1}}$ and $2\times10^{-16}$ at $(2.5,2.5)\ \mathrm{nm^{-1}}$, which is rounding error. At $k_xa=\pi$, $k_ya=0.8$, the forbidden-to-allowed ratio was $9\times10^{-17}$ for hollow and $3\times10^{-16}$ for atop sites, with the allowed orbitals as derived above.

\section{Coupling strength}

Let $(\ell,m,\nu)$ be the direction cosines of a bond from a metal atom to an $s$ site. By axial symmetry, the $s$ orbital couples to the component of the $d$ orbital with zero angular momentum about the bond. With $\hat r$ the unit position vector, normalize $d_{xz}=C\sqrt3\,\hat x\hat z$. The axial orbital of the same norm is $C(3\hat z_b^2-1)/2$, with $\hat z_b$ the component of $\hat r$ along the bond. All other $d$ components vanish on the bond axis, so the axial component is the ratio of the two functions there, $\sqrt3\,\ell\nu$. The hopping is $\sqrt3\,\ell\nu V$.

The four sites are at $(s_xa/2,s_ya/2,b)$ with $s_x,s_y=\pm1$. Now let $\ell$ and $\nu$ denote the positive magnitudes $a/(2r_b)$ and $b/r_b$, where $r_b=\sqrt{a^2/2+b^2}$. Then
\begin{align}
g_{xz}&=\sqrt3V\ell\nu\sum_{s_x}s_xe^{is_xk_xa/2}\sum_{s_y}e^{is_yk_ya/2}\nonumber\\
&=4i\sqrt3\,V\ell\nu\,\sin\frac{k_xa}{2}\cos\frac{k_ya}{2},
\end{align}
and $g_{yz}$ follows by exchanging $k_x$ and $k_y$. On the axis $g_{yz}=0$ and $g_{xz}$ is linear in small $k$. At the second interface $\nu$ changes sign, so $\mathbf g\to-\mathbf g$, which does not affect probabilities.

Off the line, one $s$ orbital per cell still couples to a single combination of the pair, the one parallel to $\mathbf g$. The orthogonal combination is generally not an eigenstate of the metal, so in general both eigenstates couple.

\section{Transmission}

Let $u_j$ and $h_j$ be the eigenvectors and eigenvalues of the layer matrix. Each mode is a chain along $z$ with $E=h_j+2P\cos q_j$. Adding one layer to a semi-infinite chain reproduces it, so its surface Green function obeys $G_j=(E-h_j-P^2G_j)^{-1}$. Setting $\lambda_j=PG_j$ gives $\lambda_j+\lambda_j^{-1}=(E-h_j)/P$. For a propagating mode, the retarded solution has $\mathrm{Im}\,G_j<0$:
\begin{equation}
\lambda_j=c_j-i\sqrt{1-c_j^2},\qquad c_j=\frac{E-h_j}{2P}.
\end{equation}
This is the layer-to-layer factor of an outgoing wave, whose flux per unit density is proportional to $-2P\,\mathrm{Im}\,\lambda_j$. If $|c_j|>1$, the real root with $|\lambda_j|<1$ is taken.

Eliminating each metal adds to the adjacent barrier site the self-energy
\begin{equation}
\Sigma=\sum_j|u_j^\dagger\mathbf g|^2\frac{\lambda_j}{P},\qquad
\Gamma_j=-2|u_j^\dagger\mathbf g|^2\frac{\mathrm{Im}\,\lambda_j}{P},\qquad \Gamma=\sum_j\Gamma_j .
\end{equation}
For a wave incident in mode $j$, first cut the metal from the barrier. The standing wave $\lambda_j^m-\lambda_j^{2-m}$ vanishes on the missing layer $m=1$ and equals $1-\lambda_j^2$ on the surface layer $m=0$. Restoring the bond drives barrier site 1 with amplitude $\mathbf g^\dagger u_j(1-\lambda_j^2)$. Since $|\lambda_j|=1$, $|1-\lambda_j^2|^2=4(\mathrm{Im}\,\lambda_j)^2$. With $\mathcal G$ the Green function of the connected barrier, the amplitude on its last site satisfies
\begin{equation}
|\varphi_N|^2=|\mathcal G_{N1}|^2|u_j^\dagger\mathbf g|^2\,4(\mathrm{Im}\,\lambda_j)^2 .
\end{equation}
The amplitude launched into mode $i$ of the second metal has magnitude $|\lambda_i u_i^\dagger\mathbf g\,\varphi_N/P|$. Dividing outgoing by incident flux,
\begin{equation}
T_j=\frac{\sum_i(-2P\,\mathrm{Im}\lambda_i)|u_i^\dagger\mathbf g|^2|\varphi_N|^2/P^2}{-2P\,\mathrm{Im}\lambda_j}
=\frac{\Gamma|\varphi_N|^2}{-2P\,\mathrm{Im}\lambda_j}=\Gamma_j\Gamma|\mathcal G_{N1}|^2 .
\end{equation}

The barrier level is $e_s=U+2t+2t_\parallel(2-\cos k_xa-\cos k_ya)$. Below the band, define $x$ by $2t\cosh x=e_s-E$. The matrix $E-H$ of an isolated $n$-site chain has diagonal $-2t\cosh x$ and neighbouring elements $t$. Its determinant obeys
\begin{equation}
D_n=-2t\cosh x\,D_{n-1}-t^2D_{n-2},\quad D_0=1,\quad D_{-1}=0 .
\end{equation}
The identity $2\cosh x\sinh nx-\sinh(n-1)x=\sinh(n+1)x$ gives $D_n=(-t)^n\sinh[(n+1)x]/\sinh x$. Subtracting $\Sigma$ at both ends changes the determinant to $D_N-2\Sigma D_{N-1}+\Sigma^2D_{N-2}$. The corner cofactor has magnitude $t^{N-1}$. Hence
\begin{align}
T_j&=\frac{\Gamma_j\Gamma\sinh^2x}{t^2|F|^2},\label{T}\\
F&=\sinh(N+1)x+\frac{2\Sigma}{t}\sinh Nx+\frac{\Sigma^2}{t^2}\sinh(N-1)x .\nonumber
\end{align}
On the mirror line $\Gamma_{\rm odd}=0$, so $T_{\rm odd}=0$. For a thick barrier each hyperbolic sine becomes half a growing exponential, and
\begin{equation}
T_{\rm even}\simeq\frac{4\Gamma_{\rm even}^2\sinh^2x}{t^2|1+\Sigma e^{-x}/t|^4}\,e^{-2(N+1)x}.\label{thick}
\end{equation}
Each further layer costs $e^{-2x}$. At small $k$ each interface contributes $|g|^2\propto k^2$, so $T_{\rm even}\propto k^4$ while the even mode still propagates at $k=0$.

\section{Numbers}

At $k=4.0\ \mathrm{nm^{-1}}$, $ka=1.16$. The layer levels are $-0.249$ eV (even) and $0.352$ eV (odd), a splitting of $-0.601$ eV. Both lie within $2P=0.8$ eV of the Fermi level, so both modes propagate. With $\ell=0.482$ and $\nu=0.732$,
\begin{equation}
|g_{\rm even}|=4\sqrt3(0.50)(0.482)(0.732)\sin(0.58)=0.67\ \mathrm{eV},\quad g_{\rm odd}=0 .
\end{equation}
The even mode has $c=0.249/0.8=0.311$ and $-\mathrm{Im}\,\lambda=0.950$, so $\Gamma_{\rm even}=2(0.6695)^2(0.950)/0.40=2.13$ eV. In the barrier $\cosh x=9.22/4.4$, giving $x=1.371$. Then $\sinh^2x=3.39$, $e^{-14x}=4.64\times10^{-9}$ and $|1+\Sigma e^{-x}/t|^4=1.20$. Equation (\ref{thick}) yields
\begin{equation}
T_{\rm even}=\frac{4(2.13)^2(3.39)}{(2.2)^2(1.20)}\,4.64\times10^{-9}=4.9\times10^{-8}.
\end{equation}
Direct solution of the layer equations for each incident wave gives the same $4.9\times10^{-8}$, and zero for the odd wave. At $(2.5,2.5)\ \mathrm{nm^{-1}}$ it gives $4.8\times10^{-8}$ for the even state and $4\times10^{-40}$, rounding error, for the odd one.

Between $k=0.02$ and $0.04\ \mathrm{nm^{-1}}$ the computed power of $T_{\rm even}$ is $3.9998$. The transmission peaks at $5.4\times10^{-8}$ near $k=3.5\ \mathrm{nm^{-1}}$ and falls to $2.7\times10^{-9}$ at $6\ \mathrm{nm^{-1}}$. From $k=4$ to $6\ \mathrm{nm^{-1}}$ the coupling factor $\sin^4(ka/2)$ grows by 3.8. Against this, $e^{-14x}$ falls to 0.14 of its value, and the factor $(\mathrm{Im}\,\lambda)^2$ also falls to 0.14, because the even mode nears its band edge. The remaining factors of (\ref{thick}) contribute 0.78, for a total of 0.056.

\section{What the model leaves out}

Three changes spoil the conservation of orbital mirror parity at the example point. Each gives the mostly odd state a small fraction of $T_{\rm even}$.

\begin{itemize}
\item Spin-orbit coupling of strength $\xi=0.05$ eV, with spin along $z$, has the spin-conserving part $(\xi/2)L_z$. It mixes the pair with amplitude about $0.025/0.601=0.042$. The computed ratio $T_{\rm odd}/T_{\rm even}$ is $1.6\times10^{-3}$; the spin-flip terms vanish within the pair and act only through other $d$ orbitals, which are omitted.
\item A lateral barrier shift of $0.01$ nm along $y$, with $V$ held fixed, gives $3.0\times10^{-3}$.
\item Turning $\mathbf k$ by $5^\circ$ gives $3.3\times10^{-3}$. Here $g_{yz}/g_{xz}=0.078$, while the metal eigenvectors turn by $0.019$. The square of the difference, $0.0035$, times the ratio $0.95$ of the two values of $\mathrm{Im}\,\lambda$ reproduces the result.
\end{itemize}

Barrier $p$ orbitals preserve the mirror but open an odd channel. A $p_y$ chain at $-5.0$ eV with hopping $0.5$ eV and metal coupling $0.6$ eV gives $T_{\rm odd}=8\times10^{-12}$, or $1.7\times10^{-4}$ of $T_{\rm even}$. Because the $s$ channel closes as $k^4$, this odd transmission equals the $s$-only $T_{\rm even}$ at $k=0.25\ \mathrm{nm^{-1}}$. By symmetry, a $p_x$ chain carries the even state equally well at $k=0$. The $k^4$ law therefore requires a barrier without $p_x$ and $p_y$ orbitals and, as shown below, a metal without a propagating $s$ band. Adding $p_z$ alone does not change it, because at $k=0$ this orbital is even under both mirrors, like $s$. Where $p_x$ and $p_y$ take part, the $s$-only barrier is a poor model close to the zone centre.

The value of $T_{\rm even}$ is much less robust than the selection rule. A barrier $p_z$ chain, also at $-5.0$ eV with hopping $0.5$ eV, is even and mixes with the $s$ chain. With an $s$--$p_z$ hopping of $1.0$ eV between neighbouring layers, no $p_z$ bond to the metal and the other parameters fixed, the wave decays more slowly and $T_{\rm even}$ rises about tenfold. Part of the rise comes from a lighter barrier mass along $z$, $0.32\,m_e$ instead of $0.39\,m_e$; reducing $t$ to $1.67$ eV restores the mass and leaves a factor of 5.5. If $p_z$ also couples to $d_{xz}$ at both interfaces, with a bond sum of magnitude $0.3$ eV and the original $t$, the factor becomes 1.5 or 38, depending on the sign.

A metal $s$ band can also mix into the even state. Its level is $3.5$ eV and its vertical hopping $-1.0$ eV. It couples to $d_{xz}$ on diagonal neighbours in adjacent layers ($0.15$ eV) and to the barrier $s$ orbitals ($-0.5$ eV per bond). With these signs $T_{\rm even}$ rises by a factor 1.8; reversing the sign of either coupling reduces the factor to 1.05. The odd state stays decoupled by parity. This $s$ band spans about $1.5$ to $5.5$ eV and is evanescent at the Fermi level, so the $k^4$ law survives. If an $s$-like band crosses the Fermi level, as the majority-spin $\Delta_1$ band of iron does, the wave can leave through it with no factor of $k$ at the second interface. With the level lowered to $1.0$ eV the mostly $d_{xz}$ state transmits as $k^2$ at small $k$, and the factors above do not apply. A bias of $0.5$ V, dropped in seven equal steps from one metal to the other, multiplies $T_{\rm even}$ by 0.87 at the middle of the bias window, by 0.83 at $E=-0.24$ eV and by 0.50 at $E=+0.24$ eV. Without bias, moving the energy by $k_BT=0.026$ eV, for 300 K, up or down changes $T_{\rm even}$ by at most about 0.2\%. This is small only because $T_{\rm even}(E)$ is near a maximum at this $\mathbf k$: the same shift gives about 3\% at $k=3$, 5\% at $k=5$ and nearly 50\% at $k=6\ \mathrm{nm^{-1}}$.

The parameters are round values in the rough regime of an Fe/MgO/Fe(001) junction: a nanometre-thick barrier, barrier masses near $0.4\,m_e$, and $s$ and $p$ band edges separated by $7.5$ eV. They do not constitute a calculation of that junction. Iron is body-centred cubic, its even sector contains further bands, and the Mg sites of successive MgO layers are laterally displaced rather than vertically stacked. Real interfaces also have steps, defects and misfit, which scatter $\mathbf k$ and break the mirror locally. The $0.01$ nm shift above measures one small uniform distortion, not this disorder, whose effect is not estimated here. Apart from spin-orbit mixing, the selection rule carries over where the junction keeps the mirror and the relevant barrier states are even; the value of $T_{\rm even}$ does not. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
period a = 0.29 nm, barrier layer = 0.21 nm, interface height = 0.22 nm
P = 0.4, D = -0.1, P' = 0.05, D' = -0.01, e_d = -0.4 eV
V_sd = 0.5 eV, barrier height U = 3.5 eV, layers N = 6
barrier hoppings: along z 2.2 eV, in plane 1.1 eV
barrier masses: along z 0.393, in plane 0.412 m_e
barrier thickness N*d = 1.26 nm
bond length = 0.3007 nm, l = 0.4821, n = 0.7315
axis point k = 4.0 1/nm, ka = 1.160 rad
layer levels there: even -0.2486 eV, odd 0.3521 eV
even-minus-odd splitting on axis = -0.6007 eV
diagonal point kx = ky = 2.5 1/nm, splitting = -0.1055 eV
quadrature |odd/even| coupling: axis 9.4e-17, diagonal 1.6e-16
quadrature off line (ka = 1.1, 0.4): |yz/xz| = 0.333
zone edge, hollow sites: |yz/xz| = 8.6e-17
zone edge, atop sites: |xz/yz| = 2.6e-16
coupling at k: |g_even| = 0.6695 eV, |g_odd| = 0.0e+00 eV
s level e_s(k) = 9.2215 eV, decay x = 1.3706 per layer
decay constant x/d = 6.527 1/nm, exp(-2x) = 0.06450
T(9 layers)/T(8 layers) = 0.06450
axis: T_even = 4.9076e-08, T_odd = 0.0e+00
diagonal: T_even = 4.7966e-08, T_odd = 4.3e-40
scan k = 1.0 1/nm: T_even = 2.034e-09, T_odd = 0.0e+00
scan k = 2.0 1/nm: T_even = 2.141e-08, T_odd = 0.0e+00
scan k = 3.0 1/nm: T_even = 5.002e-08, T_odd = 0.0e+00
scan k = 4.0 1/nm: T_even = 4.908e-08, T_odd = 0.0e+00
scan k = 5.0 1/nm: T_even = 2.371e-08, T_odd = 0.0e+00
scan k = 6.0 1/nm: T_even = 2.749e-09, T_odd = 0.0e+00
largest T_odd/T_even in scan = 0.0e+00
small-k power of T_even = 3.9998
strongest even transmission: k = 3.465 1/nm, T = 5.436e-08
Neglected effects at the axis point:
spin-orbit xi = 0.05 eV: T_odd/T_even = 1.63e-03
registry shift 0.01 nm: T_odd/T_even = 3.00e-03
k turned by 5 degrees: T_odd/T_even = 3.27e-03
p chain: level -5.0 eV, hopping 0.5 eV, coupling 0.6 eV
p chain: T_odd = 8.12e-12, ratio to T_even = 1.66e-04
p-chain T_odd equals s-chain T_even at k = 0.253 1/nm
metal s band: level 3.5, hopping -1.0, V_sd' 0.15, V_ss -0.5 eV
metal s admixture: T_even changes by factor 1.796
bias 0.5 V, field 3.97 MV/cm: factor 0.869
kT at 300 K = 0.0259 eV: T_even factor 0.998 at +kT, 0.999 at -kT
\end{verbatim}
